# Magnetizability Units and the Factor 4π, with Helium and Water

## Problem

A closed-shell atom or molecule, averaged over its orientations, has an energy in a weak static magnetic field of flux density $B$

$$E(B)=E(0)-\tfrac12\,\xi B^2 .$$

The coefficient $\xi$ is the magnetizability. The induced moment is $m=-dE/dB=\xi B$, so a negative $\xi$ means a moment opposed to the field.

(a) Express the atomic unit of $\xi$ through $e$, $a_0$ and $m_e$, and find its value in J/T².

(b) Find the molar susceptibility that belongs to one atomic unit, in cm³/mol, in the Gaussian system and in the SI. Explain why the two differ although the printed unit is the same.

(c) For helium, full configuration interaction (the complete treatment of both electrons within a finite orbital basis, here aug-cc-pVQZ) gives $\langle\sum_i r_i^2\rangle=0.6697$ Å² about the nucleus. Find $\xi$ and both molar susceptibilities. Use $a_0^2=0.2800$ Å².

(d) For water, with O–H lengths of 0.957 Å and an angle of 104.5°, Hartree–Fock energies were computed without a field and with a field of 1175 T along each axis in turn. The basis was aug-cc-pVTZ on oxygen and aug-cc-pVDZ on hydrogen. From $\xi=-2[E(B)-E(0)]/B^2$ they give, in atomic units,

$$\xi_{xx}=-2.969,\qquad \xi_{yy}=-2.909,\qquad \xi_{zz}=-2.956 .$$

Here $x$ is perpendicular to the molecular plane and $z$ is the symmetry axis. About the centroid of the electrons, $\langle\sum_i r_i^2\rangle=5.439$ Å². Convert the mean $\xi$, and separate its diamagnetic and paramagnetic parts.

## Hints

1. An energy divided by the square of a field has the unit of $\xi$. The atomic unit of field is $B_0=\hbar/(ea_0^2)$.
2. The energy $-\frac12\xi B^2$ has the same form in both systems. Convert joules to erg and tesla to gauss; no $4\pi$ enters for a single molecule.
3. The $4\pi$ enters with the magnetization $M$, the moment per volume. Compare $B=\mu_0(H+M)$ with $B=H+4\pi M$.
4. For (c) and (d), expand $\frac12(\mathbf p+\mathbf A)^2$ with $\mathbf A=\frac12\mathbf B\times\mathbf r$, and average over directions.

## Solution

### (a) The atomic unit

The atomic unit of energy is $E_h=\hbar^2/(m_ea_0^2)$. Therefore

$$\xi_0=\frac{E_h}{B_0^2}=\frac{\hbar^2}{m_ea_0^2}\,\frac{e^2a_0^4}{\hbar^2}=\frac{e^2a_0^2}{m_e}.$$

The constants give $\xi_0=7.891\times10^{-29}$ J/T².

### (b) Molar susceptibilities

**One molecule.** Since 1 J is $10^7$ erg and a field of 1 T is $10^4$ G,

$$1\ \frac{\text{J}}{\text{T}^2}\;\to\;\frac{10^7\ \text{erg}}{10^8\ \text{G}^2}=0.1\ \frac{\text{erg}}{\text{G}^2}=0.1\ \text{cm}^3 .$$

The last step holds because the Gaussian energy density of a field is $B^2/8\pi$, so G² has the dimension erg/cm³. One atomic unit thus becomes $7.891\times10^{-30}$ cm³ per molecule.

The same volume follows from the Gaussian formula. There the field couples through $e_G\mathbf A/c$, with $e_G$ the charge in electrostatic units, so $e^2$ is replaced by $e_G^2/c^2$:

$$\frac{e_G^2a_0^2}{m_ec^2}=a_0^3\,\frac{e_G^2/a_0}{m_ec^2}=\alpha^2a_0^3 .$$

This uses $a_0=\hbar^2/(m_ee_G^2)$ and $\alpha=e_G^2/(\hbar c)$, which give $e_G^2/a_0=m_ec^2\alpha^2$. A magnetizability quoted in units of $a_0^3$ therefore differs numerically from one quoted in units of $e^2a_0^2/m_e$ by the factor $\alpha^2$.

**One mole, Gaussian.** Let $n$ be the number of molecules per volume. If they respond independently, $M=n\xi_GB$. To first order in $n$, $B$ may be replaced by $H$, so the volume susceptibility $M/H$ is $n\xi_G$. Multiplication by the molar volume $N_A/n$ gives

$$\chi_G=N_A\xi_G .$$

One atomic unit corresponds to $4.752\times10^{-6}$ cm³/mol.

**One mole, SI.** Again $M=n\xi B$, but now $B\approx\mu_0H$. Hence $M/H=\mu_0n\xi$ and

$$\chi_{SI}=\mu_0N_A\xi .$$

To the digits used here, $\mu_0=4\pi\times10^{-7}$ in SI units. The formula gives m³/mol, and 1 m³ is $10^6$ cm³. With $\xi$ in J/T², the number in cm³/mol is

$$\chi_{SI}=4\pi\times10^{-7}\times10^6\,N_A\xi=4\pi\,N_A(0.1\,\xi)=4\pi\,\chi_G .$$

One atomic unit corresponds to $5.972\times10^{-5}$ cm³/mol in the SI. The powers of ten have cancelled, and the $4\pi$ remains. The label cm³/mol does not identify the system, so the system has to be stated.

**Where the $4\pi$ comes from.** Take a long rod of radius $R$, uniformly magnetized along its axis. It acts as a surface current of density $K$ circulating around the rod. A ring of width $dz$ at distance $z$ has area $2\pi R\,dz$, and each element contributes an axial field proportional to $KR/(R^2+z^2)^{3/2}$. The geometrical factor at the centre is

$$\int_{-\infty}^{\infty}\frac{2\pi R^2\,dz}{(R^2+z^2)^{3/2}}
=2\pi\left[\frac{z}{\sqrt{R^2+z^2}}\right]_{-\infty}^{\infty}=4\pi .$$

In the SI, $K=M$ and the Biot–Savart law has the prefactor $\mu_0/4\pi$, so $B=\mu_0M$. In the Gaussian system, $K=cM$ and the prefactor is $1/c$, so $B=4\pi M$. The geometry is the same. The SI absorbs the $4\pi$ in the force law, and the Gaussian system leaves it in the relation between $B$ and $M$.

### (c) Helium

In atomic units an electron has charge $-1$, and its kinetic energy in the field is $\frac12(\mathbf p+\mathbf A)^2$. For $\mathbf A=\frac12\mathbf B\times\mathbf r$ the divergence vanishes, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. The cross term is

$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12\mathbf B\cdot\mathbf l .$$

The square is $\frac12A^2=\frac18|\mathbf B\times\mathbf r|^2=\frac18[B^2r^2-(\mathbf B\cdot\mathbf r)^2]$. With $\mathbf L=\sum_i\mathbf l_i$,

$$H(B)=H(0)+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18\sum_i\left[B^2r_i^2-(\mathbf B\cdot\mathbf r_i)^2\right].$$

The spin term is omitted because it vanishes on a singlet.

Averaged over directions, $(\mathbf B\cdot\mathbf r)^2$ becomes $B^2r^2/3$. The quadratic term then contributes $\frac18\cdot\frac23B^2\langle\sum r^2\rangle=\frac1{12}B^2\langle\sum r^2\rangle$. Setting this equal to $-\frac12\xi B^2$ gives

$$\xi_{dia}=-\tfrac16\Big\langle\sum_ir_i^2\Big\rangle .$$

The ground state of helium is spherical, so $\mathbf L$ about the nucleus annihilates it. The linear term then contributes nothing, and $\xi=\xi_{dia}$:

$$\xi=-\frac{0.6697}{6\times0.2800}=-0.3986\ \text{a.u.}$$

The conversions are

- SI magnetizability: $-0.3986\times7.891\times10^{-29}=-3.15\times10^{-29}$ J/T²;
- Gaussian molar susceptibility: $-0.3986\times4.752\times10^{-6}=-1.89\times10^{-6}$ cm³/mol;
- SI molar susceptibility: $-0.3986\times5.972\times10^{-5}=-2.38\times10^{-5}$ cm³/mol.

Hartree–Fock in the same basis gives $-0.3953$ a.u. In this basis, electron correlation therefore increases the magnitude by 0.8% of the Hartree–Fock value, through a larger $\langle\sum r^2\rangle$. The fourth digit is not converged in the basis: an explicitly correlated (Hylleraas) wavefunction gives $\langle\sum r^2\rangle=0.6684$ Å² and $\xi=-0.3978$ a.u., or $-3.14\times10^{-29}$ J/T², while the two molar values keep their three digits. The Hartree–Fock basis limit is $-0.3949$ a.u., so the correlation effect at the limit is 0.7%. Relativity and nuclear motion are left out.

### (d) Water

The mean of the three components is

$$\xi=-\frac{2.969+2.909+2.956}{3}=-2.945\ \text{a.u.}$$

The conversions are

- SI magnetizability: $-2.945\times7.891\times10^{-29}=-2.32\times10^{-28}$ J/T²;
- Gaussian molar susceptibility: $-2.945\times4.752\times10^{-6}=-1.40\times10^{-5}$ cm³/mol;
- SI molar susceptibility: $-2.945\times5.972\times10^{-5}=-1.76\times10^{-4}$ cm³/mol.

The diamagnetic part about the electronic centroid is

$$\xi_{dia}=-\frac{5.439}{6\times0.2800}=-3.237\ \text{a.u.},$$

which leaves $\xi_{para}=-2.945+3.237=+0.293$ a.u. when unrounded values are subtracted.

The positive sign can be understood from exact states. Water has no axis of full rotational symmetry, so every component of $\mathbf L$ connects its ground state to excited states. For a field along $b$, second-order perturbation theory lowers the energy by

$$\frac{B^2}{4}\sum_{k\ne0}\frac{|\langle k|L_b|0\rangle|^2}{E_k-E_0}=\frac12\,\xi_{para,b}B^2,$$

so that

$$\xi_{para,b}=\frac12\sum_{k\ne0}\frac{|\langle k|L_b|0\rangle|^2}{E_k-E_0}\ge0 .$$

For water it cancels 9% of the diamagnetic part, with this choice of origin.

The effect on the energy is small. At 10 T the mean shift $-\frac12\xi B^2$ is $+7.3\times10^{-8}$ eV. The digits above belong to the stated basis. With the same choice of origin, the mean $\xi$ becomes $-2.932$ a.u. in aug-cc-pVQZ and $-2.930$ a.u. with aug-cc-pV5Z on oxygen and aug-cc-pVQZ on hydrogen, a shift of 0.014 a.u. or 0.5%. In the last basis $\xi_{dia}=-3.232$, $\xi_{para}=+0.301$, and the conversions read $-2.31\times10^{-28}$ J/T², $-1.39\times10^{-5}$ and $-1.75\times10^{-4}$ cm³/mol. The calculation omits electron correlation, vibration, relativity and neighbouring molecules.

The unit conversions hold for any size or sign of $\xi$. The definition of $\xi$ is more restricted: a state with a permanent moment has an energy linear in $B$, and the thermal alignment of such moments adds a temperature-dependent response that this $\xi$ does not contain.

## Variations

### 1. Move the origin

The origin of $\mathbf A$ for water is displaced from the electronic centroid by $d=0.5$ Å along the symmetry axis $z$, in the direction from oxygen toward the hydrogens. What happens to $\xi$?

For $N$ electrons,

$$\sum_i|\mathbf r_i-\mathbf d|^2=\sum_ir_i^2-2\mathbf d\cdot\sum_i\mathbf r_i+Nd^2 .$$

The middle term has zero mean at the centroid. Hence

$$\Delta\xi_{dia}=-\frac{Nd^2}{6}=-\frac{10\times0.25}{6\times0.2800}=-1.488\ \text{a.u.}$$

The total should not change. The new potential is $\mathbf A'=\mathbf A-\frac12\mathbf B\times\mathbf d$. The phase factor $U=\exp[\frac i2(\mathbf B\times\mathbf d)\cdot\sum_i\mathbf r_i]$ gives $U^\dagger\mathbf p_iU=\mathbf p_i+\frac12\mathbf B\times\mathbf d$, so

$$U^\dagger(\mathbf p_i+\mathbf A'_i)U=\mathbf p_i+\mathbf A_i .$$

The two Hamiltonians have the same energies, and $\xi_{para}$ must rise by $Nd^2/6$. This also holds for Hartree–Fock in a complete basis, since $U$ turns one determinant into another.

A finite basis does not contain all the orbitals multiplied by this phase. Repeating the finite-field calculation with the displaced origin changes the total by $-0.188$ a.u. This is 13% of the diamagnetic change and 6% of $\xi$ at the centroid. It is a basis error caused by the displacement, not an error bar for the centroid value: it falls to $-0.066$ a.u. in aug-cc-pVQZ and to $-0.036$ a.u. with aug-cc-pV5Z on oxygen and aug-cc-pVQZ on hydrogen. In the original basis a displacement in the opposite direction gives a different change, $-0.115$ a.u. The split into two parts depends on the origin even in a complete basis. In a finite basis the total depends on it too, so a computed $\xi$ of this kind needs its origin stated.

### 2. From a mole to a permeability

Take water at a density of 1 g/cm³, with molar volume 18.015 cm³/mol, and let each molecule respond as in (d). Find the relative permeability $\mu_r$.

Division of the molar values by the molar volume gives the dimensionless volume susceptibilities

$$\chi_{v,G}=\frac{-1.399\times10^{-5}}{18.015}=-7.77\times10^{-7},$$

$$\chi_{v,SI}=\frac{-1.758\times10^{-4}}{18.015}=-9.76\times10^{-6}.$$

They have no unit, yet they still differ by $4\pi$. The permeability is the same in both systems:

$$\mu_r=1+\chi_{v,SI}=1+4\pi\chi_{v,G}=0.99999024 .$$

The size of the error made by replacing $B$ with $\mu_0H$ can now be estimated. Put $x=\mu_0n\xi$, and suppose that the mean field $B$ acts on each molecule, so that $M=xB/\mu_0$. Then $H=B/\mu_0-M=(1-x)B/\mu_0$, and

$$\frac MH=\frac{x}{1-x}=x+x^2+\dots$$

The relative correction is of order $x$, or $10^{-5}$ in magnitude, and is negligible here. Its exact coefficient should not be taken from this formula: the field acting on a molecule differs from the mean $B$ because of the dipole fields of its neighbours, and this changes the result at the same order in $x$. The neighbours also alter each molecule's electrons, and so $\xi$ itself. Neither effect is included in the estimate. The last digits also depend on the basis: with $\xi=-2.930$ a.u. from the largest basis quoted in (d), $\chi_{v,SI}=-9.71\times10^{-6}$ and $\mu_r=0.99999029$. These numbers describe independent Hartree–Fock molecules and are not a prediction for liquid water to the digits shown.
